# Exact Transmission Through One Bond Between Two Semi-Infinite Chains

## What symmetry and dimensions fix

Two half-infinite chains, L and R, are joined by one matrix element $-w$ between their surface sites. An electron arrives from the left with energy $E$, and the transmission $T$ is the fraction of the incoming flux that leaves to the right.

The phase of $w$ can be absorbed into the phase of all orbitals on one chain, so $T$ depends on $|w|^2$. For a weak bond the amplitude to cross is linear in $w$. The matrix element between a state of L and a state of R is $-w$, or its conjugate, times the two amplitudes on the surface sites. The golden-rule rate therefore contains each chain through the weight of its states on the surface site at energy $E$, which is the surface density of states $\rho$. A density has dimension 1/energy and $T$ is a pure number, so

$$T_0=C\,|w|^2\rho_L\rho_R ,$$

where $C$ is a number that this argument leaves open. Beyond lowest order an electron may cross, return and cross again. Each extra round trip brings two factors of the bond and one propagation on each side, the dimensionless product $|w|^2g_Lg_R$, where $g$ is the surface Green function. Two derivations now give $C=4\pi^2$ and the full dependence on this product.

## Model and surface Green function

Electrons are independent, each site has one orbital, and spin is conserved, so each spin is treated separately. Chain $\alpha=L,R$ has on-site energy $\varepsilon_\alpha$, hopping element $-t_\alpha$ with $t_\alpha>0$, and sites $n=1,2,\dots$ counted away from the junction. The bond is $H_{L1,R1}=-w$, $H_{R1,L1}=-w^*$. I set $\hbar=1$ and the site spacing to 1 until currents are needed.

A wave $e^{ikn}$ with $0<k<\pi$ has energy $E=\varepsilon-2t\cos k$ and velocity $v=dE/dk=2t\sin k>0$. It moves away from the junction, while $e^{-ikn}$ moves towards it.

For a cut chain let $g=\langle1|(E+i0-H)^{-1}|1\rangle$. The first row of $(E-H)G=1$ reads

$$(E-\varepsilon)g+tG_{21}=1 .$$

The sites from 2 onwards form an identical cut chain, driven by site 1 through $-t$, so $G_{21}=-t\,g\,g$. Substitution gives

$$t^2g^2-(E-\varepsilon)g+1=0 .$$

With $E-\varepsilon=-2t\cos k$ the roots are $g=(-\cos k\pm i\sin k)/t$. The term $+i0$ requires $\mathrm{Im}\,g<0$, hence

$$g=-\frac{e^{ik}}{t},\qquad \rho=-\frac{\mathrm{Im}\,g}{\pi}=\frac{\sin k}{\pi t}.$$

Outside the band $e^{ik}$ is replaced by the real root $q$ with $|q|<1$, the wave that decays into the chain. Then $g$ is real and $\rho=0$.

A site deep in the chain has a half-chain on both sides, so its Green function is $1/(E-\varepsilon-2t^2g)$. The denominator is $-2t\cos k+2te^{ik}=2it\sin k$, and the bulk density is $1/(2\pi t\sin k)$. It is large near a band edge, where the surface density is small.

## First derivation: surface Green functions

Let $V$ be the bond and $G$ the Green function of the joined system. Dyson's equation $G=g+gVG$, taken between surface sites, gives

$$G_{RR}=g_R-g_Rw^*G_{LR},\qquad G_{LR}=-g_Lw\,G_{RR}.$$

There is no free term in the second equation because the cut chains are disconnected. Eliminating $G_{LR}$,

$$G_{RR}=\frac{g_R}{1-|w|^2g_Lg_R}.$$

Let $\chi$ be the standing wave of the cut left chain with unit incoming amplitude. It must vanish at the missing site $n=0$, so $\chi_n=e^{-ik_Ln}-e^{ik_Ln}$ and $\chi_1=-2i\sin k_L$. The scattering state is $\psi=\chi+GV\chi$. Since $V\chi$ has one component, $-w^*\chi_1$ on the right surface site, the amplitude there is

$$\phi_1=-w^*G_{RR}\,\chi_1 .$$

To the right of the bond the wave is purely outgoing, $\phi_n=\phi_1e^{ik_R(n-1)}$, and carries the flux $v_R|\phi_1|^2$. The incoming flux is $v_L$. Therefore

$$T=\frac{v_R}{v_L}\,\frac{|w|^2|g_R|^2|\chi_1|^2}{|1-|w|^2g_Lg_R|^2}.$$

Two relations turn velocities into densities:

$$v_R|g_R|^2=\frac{2t_R\sin k_R}{t_R^2}=2\pi\rho_R,$$

$$|\chi_1|^2=4\sin^2k_L=2\pi\,\frac{\sin k_L}{\pi t_L}\,2t_L\sin k_L=2\pi\rho_Lv_L .$$

The velocities cancel and

$$\boxed{T(E)=\frac{4\pi^2|w|^2\rho_L\rho_R}{|1-|w|^2g_Lg_R|^2}}$$

for any strength of the bond. Expanding $G_{RR}$ in powers of $|w|^2g_Lg_R$ recovers the round trips of the opening argument. Keeping its first term gives $T_0=4\pi^2|w|^2\rho_L\rho_R$.

**A changed surface site.** Real surface atoms have a different environment. Let the surface site have the extra energy $s$. Dyson's equation for this one site gives $g'=g/(1-sg)$. Since $s$ is real, $\mathrm{Im}[g(1-sg^*)]=\mathrm{Im}\,g$, and so

$$\rho'=\frac{\rho}{|1-sg|^2},\qquad |g'|^2=\frac{|g|^2}{|1-sg|^2}.$$

The standing wave becomes $\chi_1'=(1+sg')\chi_1=\chi_1/(1-sg)$. Both relations between velocity and density gain the same factor on each side and survive. The boxed formula holds with $g'$ and $\rho'$ in place of $g$ and $\rho$.

**Flux limit.** Write $g_\alpha=x_\alpha-i\pi\rho_\alpha$. Then

$$\mathrm{Re}(g_Lg_R^*)-\mathrm{Re}(g_Lg_R)=2\pi^2\rho_L\rho_R .$$

Expanding both squares below, the terms $1$ and $|w|^4|g_Lg_R|^2$ cancel:

$$|1-|w|^2g_Lg_R|^2-|1-|w|^2g_Lg_R^*|^2=4\pi^2|w|^2\rho_L\rho_R .$$

Dividing by the first square,

$$1-T=\frac{|1-|w|^2g_Lg_R^*|^2}{|1-|w|^2g_Lg_R|^2}\ge0 .$$

So $T$ cannot exceed 1, whereas $T_0$ grows without limit as $|w|^2$.

## Second derivation: matching waves

For clean chains the result follows without Green functions. Take

$$\psi_n=e^{-ik_Ln}+re^{ik_Ln},\qquad \phi_n=\tau e^{ik_Rn}.$$

The equation at the left surface site is $E\psi_1=\varepsilon_L\psi_1-t_L\psi_2-w\phi_1$. The same plane waves, continued to $n=0$, obey $E\psi_1=\varepsilon_L\psi_1-t_L\psi_2-t_L\psi_0$. Subtracting gives $t_L\psi_0=w\phi_1$, and in the same way $t_R\phi_0=w^*\psi_1$. Explicitly,

$$t_L(1+r)=w\tau e^{ik_R},\qquad t_R\tau=w^*\left(e^{-ik_L}+re^{ik_L}\right).$$

Insert $r=-1+w\tau e^{ik_R}/t_L$ into the second equation:

$$t_R\tau=-2iw^*\sin k_L+\frac{|w|^2}{t_L}e^{i(k_L+k_R)}\tau .$$

With $u=|w|^2/(t_Lt_R)$ and $\theta=k_L+k_R$,

$$\tau=\frac{-2iw^*\sin k_L}{t_R\,(1-ue^{i\theta})}.$$

The flux ratio is $T=|\tau|^2\,t_R\sin k_R/(t_L\sin k_L)$, so

$$T=\frac{4u\sin k_L\sin k_R}{1-2u\cos\theta+u^2}.$$

Since $g_Lg_R=e^{i\theta}/(t_Lt_R)$ and $\rho_\alpha=\sin k_\alpha/(\pi t_\alpha)$, this is the boxed formula.

This form makes the regimes plain. For a weak bond

$$\frac{T}{T_0}=\frac1{1-2u\cos\theta+u^2}=1+2u\cos\theta+O(u^2),$$

and for $u<1$ the ratio lies between $(1+u)^{-2}$ and $(1-u)^{-2}$. Dividing numerator and denominator by $u$ leaves $u+1/u-2\cos\theta$ below, so $T$ is the same for $u$ and $1/u$ and is largest at $u=1$. Past that point a stronger bond reflects more. Equal chains with $w=t$ form an unbroken chain, and indeed $T=4\sin^2k/(2-2\cos2k)=1$.

## What each derivation assumes

As written, both derivations use independent electrons, a single connecting bond, and one propagating wave per spin in each chain. They differ in what must be known about the surfaces.

Wave matching assumes plane waves right up to the surface site. It selects the physical solution by admitting no incoming wave on the right, and it delivers the reflection amplitude $r$ as well. A changed surface site would require new matching equations.

The Green-function route selects the solution through $+i0$. It separates the bond from the surfaces, so a surface energy shift enters through $g$ alone. It also shows what "weak" means in general: $|w|^2|g_Lg_R|\ll1$. For clean chains inside their bands $|g|=1/t$, and this is $u\ll1$. With a shifted surface site, $1-sg=1+(s/t)e^{ik}$ approaches zero near the lower band edge when $s$ is close to $-t$. There $g'$ is large and the product law can fail for a small $w$.

The formula was compared with a site-by-site solution of the Schrödinger equation for 200 random junctions: hoppings 0.7 to 1.5 eV, surface shifts up to 0.6 eV either way and $|w|$ from 0.05 to 1.2 eV. All agreed within $10^{-9}$. A wave packet sent through a bond of 0.6 eV between chains with $\varepsilon=0.25$ and 1.75 eV and $t=1$ eV was transmitted with probability 0.494473. The formula, averaged over the packet's wave numbers, gives the same six digits.

## From transmission to magnetoresistance

Incoming states in $dk$ have density $dk/2\pi$ and speed $dE/(\hbar\,dk)$, so they arrive at the rate $dE/h$. The formula for $T$ is symmetric in L and R, so both directions share it. With occupations $f_L$ and $f_R$, the current per spin is

$$I=\frac eh\int T(E)\,(f_L-f_R)\,dE .$$

At low temperature and bias, $G=(e^2/h)\sum_\sigma T_\sigma(E_F)$. The current law was also tested in time: the two chains of the packet test were filled to 0.6 and 0.2 eV with thermal energy 0.05 eV and then joined by 0.6 eV. The evolved particle current was 0.039433 eV/$\hbar$, equal to the integral in the digits given.

Now let both electrodes be the same ferromagnet, with surface densities $\rho_\uparrow,\rho_\downarrow$ at $E_F$. Reversing the right magnetization exchanges its two spin densities. At lowest order, with a common factor $4\pi^2|w|^2e^2/h$,

$$G_P\propto\rho_\uparrow^2+\rho_\downarrow^2,\qquad G_{AP}\propto2\rho_\uparrow\rho_\downarrow .$$

Define $P=(\rho_\uparrow-\rho_\downarrow)/(\rho_\uparrow+\rho_\downarrow)$ and $S=\rho_\uparrow+\rho_\downarrow$. Then $(\rho_\uparrow-\rho_\downarrow)^2=S^2P^2$ and $2\rho_\uparrow\rho_\downarrow=S^2(1-P^2)/2$, so the tunnel magnetoresistance is

$$\mathrm{TMR}=\frac{G_P-G_{AP}}{G_{AP}}=\frac{2P^2}{1-P^2}.$$

If one spin band is closed at $E_F$, then $G_{AP}=0$ in this model at zero temperature and bias, for any $w$, and the ratio diverges.

## A junction with cobalt-like splitting

Take $t=1$ eV, $\varepsilon_\uparrow=0.25$ eV, $\varepsilon_\downarrow=1.75$ eV, $E_F=0$ and $w=0.02$ eV. The splitting of 1.5 eV and the chain spacing of 0.25 nm are rough values for cobalt. The bond is chosen to give a realistic resistance.

From $\cos k=\varepsilon/2t$, $k_\uparrow=1.4455$ and $k_\downarrow=0.5054$. The surface densities are 0.3158 and 0.1541 eV$^{-1}$, so $P=0.1617/0.4699=0.344$. The bulk polarization is $-0.344$: at equal hopping, replacing $\sin k$ by $1/\sin k$ reverses its sign. Here the TMR contains $P^2$ and does not reveal the difference. The total conductance hardly does either: bulk densities in the product law would raise it by only 8 %. What changes is the spin that carries most of the current. Up spins carry 81 % of $G_P$, where bulk densities would give 19 %.

For two up-spin surfaces,

$$T_0=4\pi^2(0.02)^2(0.3158)^2=1.575\times10^{-3},$$

and the exact value is $1.574\times10^{-3}$. Here $u=4\times10^{-4}$ and $\cos2k_\uparrow=-0.969$, so the expected relative correction is $-7.75\times10^{-4}$, as found. Adding the down-spin value $3.75\times10^{-4}$ and multiplying by $e^2/h$ gives $G_P=75.5$ nS per chain. The antiparallel value is 59.5 nS. With one chain per $(0.25\ \mathrm{nm})^2$, the parallel resistance-area product is

$$\frac{6.25\times10^{-8}\ \mu\mathrm m^2}{75.5\times10^{-9}\ \mathrm S}=0.83\ \Omega\,\mu\mathrm m^2 .$$

The TMR is 26.84 %, against 26.87 % from the product law.

Strengthening the bond, with all else fixed, shows where that law ends:

| $w$ (eV) | exact $T_{\uparrow\uparrow}$ | product | exact TMR |
|---|---|---|---|
| 0.1 | 0.0386 | 0.0394 | 26.1 % |
| 0.3 | 0.2997 | 0.3544 | 21.9 % |
| 0.6 | 0.7758 | 1.4175 | 23.9 % |
| 1.0 | 1.0000 | 3.9375 | 42.7 % |

At 0.3 eV the product is 18 % above the exact transmission, and at 0.6 eV it is no longer a possible probability. The initial fall of the TMR follows from the term $2u\cos\theta$. Its cosine, weighted by the two parallel channels, is $-0.68$, but $-0.37$ for the antiparallel ones, so $G_P$ loses more. At $w=t$ both parallel channels are unbroken chains with $T=1$, while the antiparallel channels still reflect at the step in energy, and the TMR is higher again.

## What the model leaves out

Each change below is made alone, starting from 26.8 % at $w=0.02$ eV. Thermal smearing at 300 K gives 27.4 %. A bias of 0.1 V, applied as a rigid shift of the two chains, gives 27.3 %. Across an assumed barrier of 1 nm it means 1 MV/cm, well below the roughly 10 MV/cm at which thin oxide barriers break down.

Spin mixing is treated as a bond that flips spin with weight $f$. At lowest order each pair of densities is weighted by the probability of that spin change, so $G_{AP}\to(1-f)G_{AP}+fG_P$ and $G_P\to(1-f)G_P+fG_{AP}$. A spin-orbit energy of roughly 0.07 eV suggests a spin admixture of $(0.07/1.5)^2=0.002$ per electrode. With $f=0.002$ the TMR is 26.7 %; independent mixing in both electrodes doubles $f$ and gives 26.6 %. This is an order-of-magnitude estimate: the same mixing energy confined to the two surface sites lowers the TMR by about 0.6 points. Suppose thermal tilting turns the spin axis of each electrode as a whole and lowers its mean moment by 4 %, an assumed figure. A spin aligned with one moment is found opposite to a second moment, at angle $\vartheta$ to the first, with probability $(1-\cos\vartheta)/2$. For independent tilts away from parallel alignment the mean cosine between the moments is $0.96^2$, so $f=(1-0.96^2)/2=0.039$ and the TMR drops to 24.5 %. If instead only the exchange fields of the two surface sites tilt, each with a cosine of 0.96 to the fixed axis of its chain and in independent directions around it, the surface densities change as well and the TMR drops further, to about 18 %.

Two omissions matter more. Raising both surface sites by 0.3 eV divides the densities by $1+2(s/t)\cos k+(s/t)^2$, which is 1.17 for up and 1.62 for down. The polarization grows, $G_P$ falls by 33 % and the TMR becomes 60 %. Lowering the sites by the same amount gives divisors 1.02 and 0.57 and brings the densities closer together, so that $P$ is only about 0.07 and the product law gives a TMR of about 1 %.

The other omission is lateral motion. In a simple cubic crystal with the same hopping sideways, and with a bond that conserves the lateral wave vector $\mathbf q$, each $\mathbf q$ is a separate chain with shifted on-site energy. Then $G_P$ per chain falls by 34.5 % and the TMR is 54 %. Densities summed over $\mathbf q$ first would give $P=0.12$ and a TMR of 3 %. The reason lies in $G_P-G_{AP}\propto\sum_{\mathbf q}(\rho_\uparrow-\rho_\downarrow)^2$: differences of opposite sign cancel in the summed densities but not in the sum of squares. The product of total densities is justified at lowest order if the interface scatters every $\mathbf q$ into every other with equal strength.

In real junctions, ratios of some tens of percent are typical of cobalt-type electrodes with amorphous aluminium oxide, and values above 100 % occur with crystalline magnesium oxide and suitable electrodes; both figures are rough. The resistance-area product here is near the rough value of $1\ \Omega\,\mu\mathrm m^2$ for low-resistance junctions because $w$ was chosen so. The model's 27 % lies in the first range, but this is no prediction for cobalt: raising the surface sites by 0.3 eV and lateral motion each roughly double it, lowering the sites by 0.3 eV nearly removes it, and the several $s$ and $d$ orbitals of the metal, with their different decay in the barrier, are not sized at all. The main values are in the numerical output below.

## Computed values

```
hopping t: 1.00 eV
on-site energy, up: 0.25 eV
on-site energy, down: 1.75 eV
exchange splitting: 1.50 eV
bond w: 0.02 eV
chain spacing: 0.25 nm
weakness u = w^2/t^2: 4.0e-04
k up: 1.4455 rad
k down: 0.5054 rad
surface density up: 0.3158 1/eV
surface density down: 0.1541 1/eV
surface polarization: 0.3441
bulk polarization: -0.3441
T up-up exact: 1.573780e-03
T up-up product: 1.575000e-03
T down-down exact: 3.751594e-04
T down-down product: 3.750000e-04
T up-down exact: 7.682932e-04
T up-down product: 7.685213e-04
G parallel: 75.503 nS
G antiparallel: 59.528 nS
resistance-area, P: 0.828 ohm um2
resistance-area, AP: 1.050 ohm um2
TMR exact: 26.836 %
TMR product law: 26.867 %
w=0.1 eV: T upup 0.0386, product 0.0394, TMR 26.11 %
w=0.3 eV: T upup 0.2997, product 0.3544, TMR 21.88 %
w=0.6 eV: T upup 0.7758, product 1.4175, TMR 23.94 %
w=1.0 eV: T upup 1.0000, product 3.9375, TMR 42.71 %
packet test w: 0.6 eV
packet T, simulated: 0.494473
packet T, formula: 0.494473
current test, simulated: 0.039433 eV/hbar
current test, formula: 0.039433 eV/hbar
temperature: 300 K
G_P change, thermal: -0.09 %
TMR, thermal: 27.39 %
bias: 0.10 V
barrier thickness: 1.0 nm
barrier field: 1.00 MV/cm
TMR, biased: 27.30 %
surface energy shift: 0.30 eV
G_P change, shifted surface: -33.11 %
TMR, shifted surface: 59.59 %
spin-orbit energy: 0.07 eV
spin-orbit flip weight: 0.00218
TMR, spin-orbit: 26.70 %
surface moment loss: 4.0 %
thermal tilt flip weight: 0.0392
TMR, tilted moments: 24.47 %
G_P change, lateral motion: -34.5 %
TMR, lateral motion: 53.54 %
polarization, lateral sum: 0.1208
TMR from summed densities: 2.96 %
```
